\section*{The Gray–Brown Estimate of Band-Edge Trap Density from Cooled MOS Capacitors}

\section{What moves on cooling}

\textbf{Q.} You cool an n-type MOS capacitor, its flatband voltage rises, and you report a density of interface traps. Cooling creates no traps. Why should the voltage say anything about them?

\textbf{A.} Cooling changes their occupancy. Let
\begin{equation}
\zeta(T)=E_C-E_F
\end{equation}
be measured in the neutral bulk, and let $x=E_C-E$ be the depth of a trap below the conduction band. At flatband the bands are level up to the interface, so traps in equilibrium with the bulk see this same $\zeta$. With unit trap degeneracy, a trap is filled with probability
\begin{equation}
f(x,T)=\frac{1}{1+e^{(\zeta-x)/kT}},
\end{equation}
because $E-E_F=\zeta-x$. Cooling from $T_1$ to $T_2$ lowers $\zeta$ from $\zeta_1$ to $\zeta_2$. Traps with depths between these values go from mostly empty to mostly filled, and the added negative charge must be balanced by a more positive gate.

\textbf{Q.} You assert that $\zeta$ falls. By how much? Donors freeze out as well.

\textbf{A.} Neutrality decides it. For nondegenerate electrons $n=N_Ce^{-\zeta/kT}$, with $N_C\propto T^{3/2}$. A donor of depth $E_d$ and spin degeneracy 2 has a ratio of neutral to ionized states
\begin{equation}
\frac{N_D^0}{N_D^+}=2e^{(E_d-\zeta)/kT}=\frac{n}{N_1},\qquad N_1=\frac{N_C}{2}e^{-E_d/kT}.
\end{equation}
Since $N_D^0+N_D^+=N_D$, neutrality reads $n=N_D^+=N_D/(1+n/N_1)$, or $n^2+N_1n-N_1N_D=0$. The positive root is
\begin{equation}
n=\frac{N_1}{2}\left(\sqrt{1+\frac{4N_D}{N_1}}-1\right)
=\frac{2N_D}{1+\sqrt{1+4N_D/N_1}},
\label{n}
\end{equation}
where the second form follows on multiplying and dividing by the root plus one. Then $\zeta=kT\ln(N_C/n)$.

There are two limits. For $N_1\gg N_D$ all donors are ionized and $\zeta=kT\ln(N_C/N_D)$. For $N_1\ll N_D$, $n\simeq\sqrt{N_1N_D}$ and
\begin{equation}
\zeta\simeq\frac{E_d}{2}+\frac{kT}{2}\ln\frac{2N_C}{N_D}.
\end{equation}
In this model the Fermi level therefore tends to half the donor depth at low temperature, not to the band edge. Freeze-out limits how close to the edge the method can look.

\section{From voltage to density}

\textbf{Q.} The gate voltage also contains the work-function difference, and the semiconductor work function contains $\zeta$. Have you counted the same motion twice?

\textbf{A.} It enters twice, through two different effects. At flatband the semiconductor carries no net charge. The gate charge is then $-(Q_f+Q_{it})$, where $Q_f$ is fixed charge at the interface and $Q_{it}$ is trap charge, both per area. This gives an oxide drop $-(Q_f+Q_{it})/C_{ox}$. The semiconductor work function is $\chi+\zeta$, with $\chi$ the electron affinity, so
\begin{equation}
V_{FB}=\frac{\Phi_M-\chi-\zeta}{q}-\frac{Q_f+Q_{it}}{C_{ox}},\qquad q>0 .
\end{equation}
Take $\Phi_M$, $\chi$, $Q_f$ and the trap spectrum $D(x)$, measured from $E_C$, as independent of temperature. Subtracting warm from cold leaves
\begin{equation}
\Delta V=V_{FB}(T_2)-V_{FB}(T_1)=\frac{\Delta\zeta}{q}-\frac{\Delta Q_{it}}{C_{ox}},\qquad \Delta\zeta=\zeta_1-\zeta_2>0 .
\end{equation}

\textbf{Q.} To know $Q_{it}$ you must know whether the traps are donors or acceptors.

\textbf{A.} Its value needs that, but its change does not. Acceptor-like traps carry $-q\int Df\,dx$ and donor-like traps $+q\int D(1-f)\,dx$. In both cases
\begin{equation}
\Delta Q_{it}=-q\int D(x)\,[f_2(x)-f_1(x)]\,dx,
\end{equation}
and hence
\begin{equation}
\Delta V=\frac{\Delta\zeta}{q}+\frac{q}{C_{ox}}\int D(x)\,[f_2-f_1]\,dx .
\label{shift}
\end{equation}

\textbf{Q.} That is one number and an unknown function. Where is the density?

\textbf{A.} You get an average. If each occupancy were a sharp step at $x=\zeta$, the bracket would be 1 between $\zeta_2$ and $\zeta_1$ and 0 elsewhere, and the integral would be $\bar D\,\Delta\zeta$, with $\bar D$ the mean over the window. Multiplying (\ref{shift}) by $q$ gives $q\Delta V=\Delta\zeta\,(1+q^2\bar D/C_{ox})$. Solving for the density gives the Gray--Brown estimate with the Fermi-level motion included:
\begin{equation}
\boxed{D_{GB}=\frac{C_{ox}}{q^2}\left(\frac{q\,\Delta V}{\Delta\zeta}-1\right)}
\label{gb}
\end{equation}
A trap-free capacitor has $q\Delta V=\Delta\zeta$ and gives zero. Without the $-1$ it would appear to have a density $C_{ox}/q^2$, and every other estimate would be too high by that same amount.

\section{Thermal smearing}

\textbf{Q.} At room temperature the occupancy is no step. Does (\ref{gb}) survive?

\textbf{A.} It survives as a weighted average. Count the empty traps for unit density:
\begin{align}
\int_0^\infty\frac{dx}{1+e^{(x-\zeta)/kT}}
&=\Bigl[-kT\ln\bigl(1+e^{-(x-\zeta)/kT}\bigr)\Bigr]_0^\infty\nonumber\\
&=kT\ln\bigl(1+e^{\zeta/kT}\bigr)
=\zeta+kT\ln\bigl(1+e^{-\zeta/kT}\bigr).
\end{align}
The number filled on cooling is the warm count minus the cold count. The weight $f_2-f_1$ thus integrates to $\Delta\zeta$, apart from terms of size $kTe^{-\zeta/kT}=kT\,n/N_C$. So $D_{GB}$ is the average of $D$ with weight $(f_2-f_1)/\Delta\zeta$, up to that small normalization error.

The weight is positive when $(\zeta_1-x)/T_1-(\zeta_2-x)/T_2>0$. This difference grows with $x$, since $1/T_2>1/T_1$, so it is enough that it be positive at $x=0$, which means that $n/N_C$ is larger cold than warm. If it is not, the weight is negative close to the band edge, but only by an amount of order $n/N_C$.

\textbf{Q.} An average with soft edges can still differ from the window mean, especially if $D$ climbs steeply towards the band.

\textbf{A.} Take $D=D_ee^{-x/E_0}$ and $a=kT/E_0<1$. Let $g=1-f$ be the empty fraction, and let $M(x)=D_eE_0(1-e^{-x/E_0})$ be the number of traps shallower than $x$. Integration by parts gives the number of empty traps as $\int_0^\infty M(-dg/dx)\,dx$, because $M(0)=0$ and $g(\infty)=0$. Extend the lower limit to $-\infty$. With $y=(x-\zeta)/kT$ we have $e^{-y}=g/(1-g)$, and the thermal average of $e^{-x/E_0}$ becomes
\begin{equation}
e^{-\zeta/E_0}\int_0^1 g^{a}(1-g)^{-a}\,dg
=e^{-\zeta/E_0}\,\Gamma(1+a)\Gamma(1-a)=s\,e^{-\zeta/E_0},
\end{equation}
with
\begin{equation}
s=\frac{\pi a}{\sin\pi a}.
\end{equation}
The empty-trap number is therefore $D_eE_0(1-s\,e^{-\zeta/E_0})$, and a sharp step has $s=1$.

The extension added a piece from $x<0$. There $-dg/dx\le e^{(x-\zeta)/kT}/kT$, so its magnitude is at most
\begin{equation}
D_eE_0e^{-\zeta/kT}\int_0^\infty\bigl(e^{t/E_0}-1\bigr)\frac{e^{-t/kT}}{kT}\,dt
=D_eE_0e^{-\zeta/kT}\frac{a}{1-a}.
\end{equation}
Apart from such edge terms, subtracting the sharp-step result gives
\begin{equation}
D_{GB}-\bar D\simeq\frac{D_eE_0}{\Delta\zeta}
\left[(s_2-1)e^{-\zeta_2/E_0}-(s_1-1)e^{-\zeta_1/E_0}\right].
\label{smear}
\end{equation}
The two ends of the window act with opposite signs. A constant background added to $D$ contributes nothing here beyond edge terms.

\section{Reading the flatband voltage}

\textbf{Q.} A meter gives capacitance against gate voltage. How do you know which voltage is flatband?

\textbf{A.} Calculate the flatband capacitance at each temperature. A small downward band bending $\psi$ changes the electron density at the rate $qn/kT$ per volt and the ionized donor density at $-(q/kT)N_D^+(1-N_D^+/N_D)$. The charge density is then $\rho=-\varepsilon_s\psi/L^2$, where
\begin{equation}
\frac{\varepsilon_s}{L^2}=\frac{q^2}{kT}\left[n+N_D^+\left(1-\frac{N_D^+}{N_D}\right)\right].
\end{equation}
Poisson's equation $\psi''=-\rho/\varepsilon_s=\psi/L^2$ has the decaying solution $e^{-z/L}$. The charge per area is $-\varepsilon_s\psi_s/L$, with $\psi_s$ the surface value, so $C_s=\varepsilon_s/L$ and $C_{FB}=C_{ox}C_s/(C_{ox}+C_s)$. This assumes that donors follow the ac signal and traps do not.

\textbf{Q.} Traps must equilibrate with the dc bias yet ignore the ac signal. Is there room for both?

\textbf{A.} There can be. With capture cross-section $\sigma$ and electron speed $v$, an empty trap captures at rate $\sigma vn$. Detailed balance, $ef=\sigma vn(1-f)$, fixes the emission rate $e$, and the occupancy relaxes at
\begin{equation}
\frac1\tau=\sigma vn+e=\frac{\sigma vn}{f}\ge\sigma vn .
\end{equation}
At flatband, then, no trap is slower than $1/(\sigma vn)$. This must be short compared with the dc hold. Traps near $E_F$, where $f\simeq1/2$, must also satisfy $\omega\tau\gg1$, with $\omega$ the angular frequency of the signal.

\section{A worked capacitor}

\textbf{Q.} Put numbers in.

\textbf{A.} I take round parameters: a 50 nm oxide, $N_D=10^{16}$ cm$^{-3}$, $E_d=0.060$ eV and $N_C=1.7\times10^{19}$ cm$^{-3}$ at 300 K. The assumed spectrum is
\begin{equation}
D(x)=2\times10^{11}+10^{13}\,e^{-x/0.050\,\mathrm{eV}}\quad\mathrm{cm^{-2}\,eV^{-1}},
\end{equation}
down to 0.6 eV. I take the traps as acceptor-like, $(\Phi_M-\chi)/q=0.30$ V and a fixed positive charge of $10^{11}$ elementary charges per cm$^2$; these choices affect each $V_{FB}$ but not the shift. Equation (\ref{n}) gives $n=9.88\times10^{15}$ cm$^{-3}$ at 300 K and $3.24\times10^{15}$ cm$^{-3}$ at 100 K, so
\begin{align}
\zeta_1&=0.02585\,\ln\frac{1.70\times10^{19}}{9.88\times10^{15}}=0.193\ \mathrm{eV},\\
\zeta_2&=0.00862\,\ln\frac{3.27\times10^{18}}{3.24\times10^{15}}=0.060\ \mathrm{eV}.
\end{align}
The Fermi level moves by 0.133 eV. Capacitance curves calculated from the nonlinear Poisson charge and this spectrum, read at $C_{FB}$, give $V_{FB}=0.104$ V at 300 K and 0.629 V at 100 K. The shift is 0.525 V, of which 0.133 V is work function and 0.392 V is trap charge. With $C_{ox}/q^2=4.31\times10^{11}$ cm$^{-2}$ eV$^{-1}$,
\begin{equation}
D_{GB}=4.31\times10^{11}\times\frac{0.392}{0.133}
=1.27\times10^{12}\ \mathrm{cm^{-2}\,eV^{-1}},
\end{equation}
or $1.27\times10^{16}$ m$^{-2}$ eV$^{-1}$. The thermally weighted average of the assumed spectrum, integrated separately, agrees to within 0.1\%. Omitting the $-1$ gives $1.70\times10^{12}$ cm$^{-2}$ eV$^{-1}$, which is 34\% higher.

\textbf{Q.} And the plain window mean?

\textbf{A.} It is $1.26\times10^{12}$ cm$^{-2}$ eV$^{-1}$, within 1\%. That closeness is partly a cancellation: $s$ is 1.63 at 300 K, but in (\ref{smear}) the warm and cold terms nearly balance. In each of these shorter steps the estimate differs from the window mean by a larger percentage:
\begin{center}
\begin{tabular}{cccc}
step & mid-depth & $D_{GB}$ & window mean\\
(K) & (eV) & \multicolumn{2}{c}{($10^{12}$ cm$^{-2}$ eV$^{-1}$)}\\
300 to 220 & 0.163 & 0.66 & 0.61\\
220 to 150 & 0.109 & 1.38 & 1.36\\
150 to 100 & 0.073 & 2.45 & 2.56
\end{tabular}
\end{center}
The first estimate is 9\% above its mean and the last 4\% below. Equation (\ref{smear}) gives both signs and, with the $s$ and $\zeta$ given in the numerical output, differences of about $+0.05$ and $-0.12$ in the table's units. Shorter steps give a profile, but a voltage error $\delta V$ produces a density error $(C_{ox}/q^2)\,q\,\delta V/\Delta\zeta$, which grows as the step shrinks.

\textbf{Q.} Then cool further and widen the window.

\textbf{A.} At 80 K, with donors following the signal at every bias, the calculated curve crosses $C_{FB}$ three times, at 0.45, 0.61 and 0.70 V. Frozen donors ionize when the surface depletes, and the extra charge response makes a hump. With all donors ionized by assumption, the hump in the semiconductor capacitance is absent. In a scan in 1 K steps from 80 to 100 K, that capacitance rises steadily towards accumulation from 85 K upwards. At 80 K the crossing nearest accumulation is flatband. It gives $1.38\times10^{12}$ cm$^{-2}$ eV$^{-1}$ for cooling from 300 K, again within 0.1\% of the weighted average, while the farthest crossing gives $6.3\times10^{11}$.

\section{What can spoil the number}

\textbf{Q.} You chose traps that behave. What if they respond quickly?

\textbf{A.} In its limiting form, that is the most serious failure among those sized here. I took $\sigma=10^{-20}$ cm$^2$, independent of temperature, and $v=2\times10^7$ cm/s at 300 K, with $v\propto\sqrt T$. If capture is thermally activated, cold traps are slower than this. The slowest relaxation time is 0.5 ms at 300 K and 2.7 ms at 100 K, short against a 1 s hold. At 1 MHz and 300 K a trap at $E_F$ has $\omega\tau\simeq1600$, and the traps supply 0.2\% of the capacitance they would add if all followed the signal. With $\sigma=10^{-16}$ cm$^2$ the same trap would have $\omega\tau\simeq0.16$ and would follow.

A following trap adds its capacitance to $C_s$, so $C_{FB}$ is reached with the surface already depleted, at too low a gate voltage. The trap density at the Fermi level is higher when cold, and when most traps near it follow, so is the error. If all traps follow, the apparent shift is 0.133 V, equal to the work-function part to within 1 mV, and the estimate is zero within the accuracy of the model. So close a cancellation is particular to these parameters, but the collapse is not: halving or doubling the edge density, or halving the oxide thickness, gives estimates between $-1.2\times10^{11}$ and $+0.9\times10^{11}$ cm$^{-2}$ eV$^{-1}$. Following at every bias is also a limiting case. Depletion lowers the electron density at the surface and so slows the traps; at 1 MHz some of them then no longer follow, and the estimate is reduced by less, to about $9.7\times10^{11}$ cm$^{-2}$ eV$^{-1}$ for $\sigma=10^{-16}$ cm$^2$ and $3.6\times10^{11}$ for $\sigma=10^{-14}$ cm$^2$. The lesson for this capacitor is that a low result does not exclude fast traps.

\textbf{Q.} And the quantities you merely assumed?

\textbf{A.} Hold the measured shift fixed and change one assumption at a time. This isolates the direct effect on the formula. It is not the full error of a wrong bulk model, because the calculated $C_{FB}$, and with it the voltage you read, also depends on $n$ and $N_D^+$. For the first two items below, that second effect is the larger one here and reverses the sign of the total change, which is about $+32\%$ and $+1.5\%$. Changes are relative to $1.27\times10^{12}$ cm$^{-2}$ eV$^{-1}$.
\begin{itemize}
\item Ignoring freeze-out makes the Fermi motion 0.142 eV and lowers the density by 9\%.
\item Raising $N_C$ by 20\% lowers it by 4\%.
\item If the filled trap state is twofold degenerate and the empty one is not, half filling moves to $x=\zeta-kT\ln2$. The trap window shrinks to 0.121 eV, and the density rises by 10\%. If instead only the empty state is twofold, the shift has the opposite sign, the window widens and the density falls.
\item A drift of 0.020 eV in $\chi$ or $\Phi_M$, a rough allowance, changes it by $6.5\times10^{10}$ cm$^{-2}$ eV$^{-1}$, or 5\%.
\end{itemize}
Electron degeneracy is negligible, since $n/N_C$ is at most $10^{-3}$ at the two end temperatures. The oxide field at flatband is at most 0.08 MV/cm there, far below the roughly 10 MV/cm at which good thermal oxides break down, so tunnelling through the oxide is no concern at that bias. Sweeps deep into accumulation need their own check.

Donors must also keep up with the signal. At fixed $n$ they relax at $\sigma_dv(n+N_1)$, the sum of capture and emission. At 100 K this equals the angular frequency of a 1 MHz signal for $\sigma_d=1.1\times10^{-16}$ cm$^2$, so the donor cross-section must be well above that. In depletion $n$ falls and the rate approaches $\sigma_dvN_1$, so the hump at 80 K asks for more: at 1 MHz the semiconductor capacitance rises above its flatband value in depletion for $\sigma_d=10^{-14}$ cm$^2$, no longer does so for $3\times10^{-15}$ cm$^2$, and shows no hump for $10^{-15}$ cm$^2$.

\textbf{Q.} Is this any real device?

\textbf{A.} The oxide, doping and band parameters are roughly those of an n-type 4H silicon carbide capacitor, where trap densities near the conduction band of order $10^{12}$ cm$^{-2}$ eV$^{-1}$ are a realistic scale. Real nitrogen donors occupy two kinds of site, with depths of roughly 0.06 and 0.12 eV. With the voltage shift held fixed, putting half the donors at the deeper level raises the estimate by 2.5\%. The reading of $V_{FB}$ is much more sensitive: $C_{FB}$ at 100 K depends strongly on the donor levels, and $C_s$ at flatband is about 22\% lower with half the donors at the deeper level. Deeper donors that followed the signal would produce a freeze-out hump already at that temperature, but in depletion they relax at about $\sigma_dvN_1$ with a very small $N_1$, and at 1 MHz the hump is absent even for $\sigma_d=10^{-13}$ cm$^2$. For a real capacitor, both levels must therefore enter the calculation of $C_{FB}$. The value of $\sigma$ is far below that of ordinary interface traps and suits states set slightly inside the oxide. Real interfaces can hold both kinds, and the fast ones break the assumption behind the reading of $V_{FB}$. In the extreme case calculated above, this moves the answer from $1.27\times10^{12}$ cm$^{-2}$ eV$^{-1}$ to about zero. The remaining values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
oxide thickness 50 nm; relative permittivity oxide 3.9, semiconductor 9.7
donors 1.0e+16 cm^-3, depth 0.060 eV; N_C(300 K) 1.7e+19 cm^-3
trap spectrum: constant 2.0e+11, edge 1.0e+13 cm^-2 eV^-1, E0 0.050 eV
deepest trap 0.6 eV; (Phi_M-chi)/q 0.30 V; fixed charge 1.0e+11 cm^-2
trap cross-section 1.0e-20 cm^2; speed at 300 K 2.0e+07 cm/s
ac frequency 1.0e+06 Hz; dc hold 1.0 s
C_ox = 6.9063e-08 F/cm^2; C_ox/q^2 = 4.3106e+11 cm^-2 eV^-1
T 300 K: kT 0.02585 eV, N_C 1.700e+19 cm^-3, n 9.883e+15 cm^-3
   zeta 0.1926 eV, V_FB 0.1038 V, smearing factor s 1.6267
   semiconductor flatband capacitance 2.307e-07 F/cm^2
T 220 K: kT 0.01896 eV, N_C 1.068e+19 cm^-3, n 9.592e+15 cm^-3
   zeta 0.1330 eV, V_FB 0.2551 V, smearing factor s 1.2825
   semiconductor flatband capacitance 2.692e-07 F/cm^2
T 150 K: kT 0.01293 eV, N_C 6.010e+18 cm^-3, n 7.865e+15 cm^-3
   zeta 0.0858 eV, V_FB 0.4535 V, smearing factor s 1.1190
   semiconductor flatband capacitance 3.188e-07 F/cm^2
T 100 K: kT 0.00862 eV, N_C 3.272e+18 cm^-3, n 3.236e+15 cm^-3
   zeta 0.0596 eV, V_FB 0.6287 V, smearing factor s 1.0506
   semiconductor flatband capacitance 2.943e-07 F/cm^2
Fermi-level motion 300 to 100 K: 0.1330 eV
flatband shift: 0.5249 V; work-function part 0.1330 V; trap part 0.3920 V
extra trapped electrons: 1.690e+11 cm^-2
Gray-Brown density: 1.2705e+12 cm^-2 eV^-1 = 1.2705e+16 m^-2 eV^-1
weighted average of known spectrum: 1.2705e+12 cm^-2 eV^-1
plain mean over the window: 1.2613e+12 cm^-2 eV^-1
without work-function correction: 1.7016e+12 cm^-2 eV^-1
step 300 to 220 K: mid-depth 0.1628 eV, estimate 6.635e+11, window mean 6.087e+11, D at mid-depth 5.855e+11 cm^-2 eV^-1
step 220 to 150 K: mid-depth 0.1094 eV, estimate 1.382e+12, window mean 1.363e+12, D at mid-depth 1.321e+12 cm^-2 eV^-1
step 150 to 100 K: mid-depth 0.0727 eV, estimate 2.452e+12, window mean 2.562e+12, D at mid-depth 2.536e+12 cm^-2 eV^-1
80 K: flatband capacitance crossed at 0.4495, 0.6102, 0.6965 V
300 to 80 K: density from crossing nearest accumulation 1.382e+12, from the farthest 6.264e+11 cm^-2 eV^-1
lowest whole temperature with an always rising semiconductor capacitance: 85 K
freeze-out ignored: motion 0.1424 eV, density 1.158e+12 cm^-2 eV^-1
half the donors at 0.120 eV: motion 0.1305 eV, density 1.302e+12 cm^-2 eV^-1
N_C 20% higher: motion 0.1367 eV, density 1.224e+12 cm^-2 eV^-1
trap degeneracy 2: trap window 0.1210 eV, density 1.396e+12 cm^-2 eV^-1
band-edge drift 0.020 eV: density error 6.48e+10 cm^-2 eV^-1
traps following ac fully: apparent shift 0.1326 V, apparent density -1.082e+09 cm^-2 eV^-1
300 K: slowest trap relaxation 0.506 ms, ac-following fraction 1.9e-03
300 K: n/N_C 5.81e-04, oxide field at flatband 0.001 MV/cm
100 K: slowest trap relaxation 2.676 ms, ac-following fraction 9.2e-06
100 K: n/N_C 9.89e-04, oxide field at flatband 0.078 MV/cm
donor cross-section for relaxation rate = angular ac frequency, 100 K: 1.14e-16 cm^2
\end{verbatim}
